Absorbed energy needed for a 500 K millisecond flash

**Problem**

A wafer at uniform temperature is heated by a flash lamp. Its conductivity is k = 0.25 W/(cm K) and its volumetric heat capacity is C = 2.2 J/(cm³ K), both taken as constant. For 1 ms the front face absorbs a constant flux.

(a) Find how the rise of the surface temperature depends on the flux and on time.

(b) Show that about 10 J/cm² must be absorbed to raise the surface by 500 K.

(c) The wafer is 775 µm thick, starts at 800 K and resembles silicon. Decide whether it may be treated as infinitely thick, and estimate how far other neglected effects move the answer.

Heat flows along the depth z alone, measured inward from the face at z = 0. All the light is absorbed at the face, and no heat leaves through it. The temperature rise above the starting value is θ(z,t), the absorbed flux is F, and the absorbed fluence, or energy per area, is E = Ft.

**Hints**

1. The surface temperature is unknown, but the heat flux at the surface is given. Look for an equation obeyed by the flux itself.

2. A very thick solid has no length of its own. From the diffusivity D = k/C and the time t one can form the length √(Dt). Try a flux that depends on z and t through z/√(Dt) alone.

3. Fourier's law gives the temperature gradient from the flux. Integrate it from deep inside, where the rise is zero, to the surface.

4. For a rough check, imagine a layer of thickness √(Dt) heated uniformly by ΔT.

**Full solution**

*The equation for the flux.* Let q(z,t) be the heat flux toward larger z. Fourier's law reads

q = −k ∂θ/∂z.

A thin layer between z and z + dz gains the heat that enters minus the heat that leaves, so

C ∂θ/∂t = −∂q/∂z.

Differentiate this balance with respect to z and multiply by −k/C. Since k is constant, the left side becomes ∂q/∂t, and

∂q/∂t = D ∂²q/∂z², with D = k/C.

The flux therefore diffuses just as the temperature does. Its conditions are simple: q = F at z = 0 for t > 0, q = 0 inside the solid at t = 0, and q → 0 at great depth.

*Solving for the flux.* Following the second hint, write

q = F g(u), u = z/(2√(Dt)).

The factor 2 is a convenience. The derivatives of u are

∂u/∂t = −u/(2t), ∂u/∂z = 1/(2√(Dt)).

Hence

∂q/∂t = −F u g′/(2t),

D ∂²q/∂z² = D F g″/(4Dt) = F g″/(4t).

Equating the two and multiplying by 4t/F gives

g″ + 2u g′ = 0.

This is a first-order equation for g′, with solution g′ = A exp(−u²). The face condition g(0) = 1 then gives

g(u) = 1 + A ∫₀ᵘ exp(−s²) ds.

At great depth g must vanish. The integral from 0 to ∞ is √π/2, so A = −2/√π, and

g(u) = (2/√π) ∫ᵤ^∞ exp(−s²) ds = erfc(u).

The initial condition also holds: at any fixed z > 0, t → 0 means u → ∞, where erfc vanishes. The flux is thus

q = F erfc(z/(2√(Dt))).

*From flux to surface temperature.* Integrate Fourier's law from the face to great depth, where θ = 0:

θ(0,t) = (1/k) ∫₀^∞ q dz.

At fixed t, dz = 2√(Dt) du, and therefore

θ(0,t) = (2F√(Dt)/k) ∫₀^∞ erfc(u) du.

To evaluate the integral, insert the definition of erfc and exchange the order of integration. For a given s, the variable u runs from 0 to s, which contributes a factor s:

∫₀^∞ erfc(u) du = (2/√π) ∫₀^∞ s exp(−s²) ds = (2/√π)(1/2) = 1/√π.

Since √D/k = 1/√(kC), the surface rise ΔT = θ(0,t) is

ΔT = 2F √(t/(πkC)).

This answers part (a). At constant flux the surface warms as √t: a quarter of the way through the flash it has already reached half its final rise. Heating slows because the same power feeds an ever thicker warm layer.

*The fluence.* Put F = E/t into the surface law:

ΔT = 2(E/t) √(t/(πkC)) = 2E/√(πkCt).

Solving for E gives

E = (ΔT/2) √(πkCt).

For the given flash,

πkCt = π × 0.25 × 2.2 × 10⁻³ = 1.728 × 10⁻³ J²/(cm⁴ K²).

The square root is 0.04157 J/(cm² K), so

E = 250 K × 0.04157 J/(cm² K) = 10.4 J/cm².

In SI units this is 1.04 × 10⁵ J/m². It is the "about 10 J/cm²" of part (b); exactly 10 J/cm² would give a rise of 481 K. The absorbed flux is 10.4 kW/cm². A direct numerical solution of the heat equation with this flux gives a surface rise of 500.0 K.

*Why the answer has this size.* The diffusivity is 0.25/2.2 = 0.114 cm²/s, so √(Dt) = 107 µm after 1 ms. The rough check of the fourth hint gives

CΔT√(Dt) = 11.7 J/cm².

Because C√D = √(kC), the derived result is this estimate multiplied by √π/2 = 0.886. The energy is set by the layer that heat can reach during the flash. Heating all 775 µm by 500 K would take 85 J/cm².

For a fixed rise, E grows as √t while the required flux E/t falls as 1/√t. A flash four times shorter needs half the energy but twice the flux, provided that the assumptions still hold.

*The temperature below the surface.* Start the integral of Fourier's law at depth z instead of at the face. The same exchange of integrations gives

∫ᵤ^∞ erfc(v) dv = (2/√π) ∫ᵤ^∞ (s − u) exp(−s²) ds = exp(−u²)/√π − u erfc(u),

and hence

θ(z,t) = (2F√(Dt)/k) [exp(−u²)/√π − u erfc(u)].

At the end of the flash the rise is 319 K at 50 µm, 190 K at 100 µm, 54 K at 200 µm and 11 K at 300 µm. Integrating C θ over depth returns 10.39 J/cm², the energy put in.

An implanted layer is far thinner than this profile. The gradient at the face is F/k, or about 4.2 K/µm, so over a depth of 50 nm the temperature falls by only about 0.2 K. In this model the implanted layer has the surface temperature.

*Is the wafer thick enough?* Its thickness is about seven times √(Dt). For a slab with an insulated rear face, the exact solution gives a rear rise of 6 × 10⁻⁵ K at the end of the flash. The thick-solid formula is therefore safe here. It fails for flashes long enough that √(Dt) becomes comparable with the thickness. The heat then has nowhere further to spread, and the surface temperature comes to rise linearly in t instead of as √t. If no heat were lost after our flash, the wafer would settle at a uniform rise of 10.39/(2.2 × 0.0775) = 61 K.

*Other neglected effects.* The following corrections are taken one at a time, with the surface rise held at 500 K where a fluence is quoted.

Conductivity: hot silicon conducts less well as it warms. Take the rough law k ∝ 1/T, with 0.25 W/(cm K) at the peak temperature of 1300 K. Then k is 0.41 W/(cm K) at 800 K. The numerical solution needs 11.4 J/cm², which is 9 % more than the constant-property result, because heat escapes more easily into the cooler material. Using the 800 K conductivity throughout would give 13.2 J/cm².

Heat capacity: letting C rise linearly from a rough 2.05 J/(cm³ K) at 800 K to 2.2 J/(cm³ K) at 1300 K lowers the fluence by 2 %.

Absorption depth: suppose the light decays as exp(−z/δ), with a rough δ = 2 µm. This depth is much smaller than √(Dt), so to leading order the conducted flux near the face is F[1 − exp(−z/δ)] instead of F. The missing part lowers the surface temperature by

(1/k) ∫₀^∞ F exp(−z/δ) dz = Fδ/k = 8.3 K.

The numerical solution gives 8.2 K. At a fixed 500 K rise this raises the fluence by about 2 %. The correction grows quickly with δ, well before δ reaches √(Dt): the fluence rises by about 9 % for δ = 10 µm and by about 18 % for δ = 20 µm. A lamp spectrum contains near-infrared light that silicon absorbs more weakly, so a single depth of 2 µm may understate the effect. The correction also matters more for a shorter flash.

Radiation: a black front face held at 1300 K for the whole millisecond would emit 0.016 J/cm². This upper bound on the front-face emission is 0.16 % of the absorbed fluence.

*Comparison with a real flash anneal.* Flash-lamp annealing of implanted silicon does use a preheated wafer and a short lamp pulse, and 775 µm is a standard thickness for 300 mm wafers. The material values here are rough ones for hot silicon. The 1300 K peak is modest: anneals aimed at high dopant activation can go to roughly 1500 K or above. If the absorption depth is near 2 µm, two further assumptions can matter more than those just listed. A lamp pulse is not rectangular, which the second variation treats. The wafer also reflects part of the light. With a rough reflectivity of 0.35, the ideal flash needs 10.39/0.65 = 16.0 J/cm² of incident energy, 54 % more than is absorbed. Surface films and patterns change the reflectivity, so the absorbed fluence must not be read as a lamp setting.

**Variation 1: cooling after the flash**

*The constant flux stops at time τ = 1 ms. What is the surface rise 1 ms later?*

With constant k and C the heat equation is linear, so solutions may be added. A flux that stops at τ equals a flux F that continues for ever plus a flux −F that begins at τ. For t > τ the surface rise is therefore

ΔT(t) = (2F/√(πkC)) [√t − √(t − τ)].

At t = τ the rise is 500 K, which fixes the prefactor: (2F/√(πkC))√τ = 500 K. At t = 2τ,

ΔT = 500 K × (√2 − 1) = 207 K.

The surface loses more than half its rise within one further millisecond, although no heat has left the wafer. The cooling is conduction into the cold material beneath.

For t much larger than τ, √t − √(t − τ) ≈ τ/(2√t), and so

ΔT ≈ Fτ/√(πkCt) = E/√(πkCt).

To this order the surface remembers the fluence but not the duration of the flash. The formula holds while √(Dt) is still well below the wafer thickness. Later the rise tends to the uniform 61 K found above, if losses are still neglected.

**Variation 2: a triangular pulse**

*The flux rises linearly from zero to F at time τ, then falls linearly to zero at 2τ. How large is the peak rise, and what fluence restores 500 K?*

The area under the triangle is Fτ, the same fluence as before, and its full width at half height is τ. The fluence and the width at half height thus match the rectangular pulse, but the triangle lasts twice as long in total.

First find the response to a ramp Ft/τ. Treat the ramp as a succession of small steps (F/τ) ds, each switched on at time s. Adding their surface rises gives

ΔT = ∫₀ᵗ (2F/(τ√(πkC))) √(t − s) ds = (4F/(3τ√(πkC))) t^(3/2).

Between τ and 2τ the triangular flux is Ft/τ − 2F(t − τ)/τ. This equals F at t = τ and zero at t = 2τ, as it should. The surface rise in that interval is

ΔT = (4F/(3τ√(πkC))) [t^(3/2) − 2(t − τ)^(3/2)].

Setting its time derivative to zero gives

√t = 2√(t − τ), so t = 4(t − τ) and t = 4τ/3.

The derivative is positive before this time and negative after it, so this is the maximum within the interval. Before τ the surface is still warming, and after 2τ it receives no flux and cools. The peak thus comes at 1.33 ms, one third of a millisecond after the flux is greatest. At the face itself the conducted flux always equals the absorbed flux. What matters is a thin layer just below the face: for a while after the flux begins to fall, this layer still receives more heat than it passes on to greater depth, so it keeps warming.

At the peak the bracket is

τ^(3/2) [8/(3√3) − 2/(3√3)] = τ^(3/2) × 2/√3.

Dividing the peak rise by the rectangular-pulse result 2F√(τ/(πkC)) leaves

(2/3)(2/√3) = 4/(3√3) = 0.770.

The same 10.4 J/cm² now raises the surface by 385 K instead of 500 K. At the peak the flux is still 2F/3 and has 2τ/3 left to run, so the energy yet to arrive is (1/2)(2F/3)(2τ/3) = 2Fτ/9, or 22 % of the total. That part comes too late to raise the peak. The closeness of 1 − 0.22 to 0.770 is accidental: the same 78 % of the energy, delivered evenly over 4τ/3, would give a factor of only 0.674. Since the rise is proportional to the fluence in this model, 500 K requires

E = 10.39/0.7698 = 13.5 J/cm².

This triangle therefore needs 30 % more absorbed energy, a larger change than the conductivity, heat-capacity and 2 µm absorption-depth corrections above. The size and even the sign depend on how the duration is matched. Because the peak scales as the fluence over the square root of the duration, a triangle of total length τ has the factor 0.770 × √2 = 1.089 and needs 9.55 J/cm², which is 8 % less than the rectangle. A numerical solution that combines the triangular pulse with the variable k and C and the 2 µm absorption depth needs 14.6 J/cm² absorbed. At a reflectivity of 0.35 this means 22.5 J/cm² incident. The figure of 10 J/cm² belongs to a constant flux and constant properties; for a lamp pulse on silicon it is a first estimate, and a low one in this example, where 1 ms is the width at half height.

The numerical output below lists most of the values used here.

Numbers as computed

```
Conductivity k: 0.25 W/(cm K)
Heat capacity C: 2.20 J/(cm3 K)
Flash duration: 1.0 ms
Wanted surface rise: 500 K
Start temperature: 800 K
Peak temperature: 1300 K
Wafer thickness: 775 um
Diffusivity D: 0.1136 cm2/s
Diffusion length sqrt(D t): 106.6 um
Product pi k C t: 1.7279e-03 J2/(cm4 K2)
Square root of it: 0.04157 J/(cm2 K)
ABSORBED FLUENCE E: 10.39 J/cm2
Same fluence in SI: 1.039e+05 J/m2
Absorbed flux F: 10.39 kW/cm2
Estimate C rise sqrt(D t): 11.73 J/cm2
Exact factor sqrt(pi)/2: 0.8862
Rise for exactly 10 J/cm2: 481 K
Surface rise, numerical solution: 500.02 K
Integral of erfc, quadrature: 0.564190
Stored heat from profile: 10.39 J/cm2
Rise at depth 50 um: 319.4 K
Rise at depth 100 um: 190.5 K
Rise at depth 200 um: 53.9 K
Rise at depth 300 um: 10.9 K
Surface rise 1 ms after flash end: 207.1 K
Same, numerical solution: 207.1 K
Fluence to heat whole wafer: 85.2 J/cm2
Mean wafer rise after flash: 60.9 K
Slab front minus thick-solid rise: 0e+00 K
Slab rear rise at flash end: 6.2e-05 K
k at start temperature, 1/T law: 0.406 W/(cm K)
Fluence with k(T): 11.36 J/cm2
Change due to k(T): +9.3 %
Fluence if k kept its start value: 13.25 J/cm2
C at start temperature: 2.05 J/(cm3 K)
Fluence with C(T): 10.17 J/cm2
Change due to C(T): -2.1 %
Absorption depth: 2.0 um
Lost rise F delta/k: 8.31 K
Lost rise, numerical solution: 8.24 K
Radiation loss, upper bound: 0.0162 J/cm2
Radiation bound / fluence: 0.16 %
Triangular pulse factor 4/(3 sqrt 3): 0.7698
Triangular pulse peak rise, numerical: 384.9 K
Triangular pulse peak time, numerical: 1.33 ms
Fluence for triangular pulse: 13.50 J/cm2
Fluence, k(T), C(T), depth, triangle: 14.61 J/cm2
Reflectivity: 0.35
Incident fluence, ideal flash: 16.0 J/cm2
Incident fluence, combined case: 22.5 J/cm2
```
